\section*{Moire period of triangular lattices with small twist and isotropic mismatch}

\section*{The two layers}

Two flat, rigid atomic layers lie on top of each other. Layer 1 has a triangular Bravais lattice $\Lambda_1$ with primitive vectors $\mathbf a_1,\mathbf a_2$ of length $a$, at $60^\circ$ to each other. Layer 2 has the primitive vectors
\begin{equation}
\mathbf a'_j=S\mathbf a_j,\qquad S=(1+\delta)R(\theta),\qquad a'=(1+\delta)a ,
\label{eq:S}
\end{equation}
where $R(\theta)$ is a counterclockwise rotation by the twist $\theta$ and $\delta>-1$ is the isotropic mismatch, measured relative to layer 1. We take $|\theta|<30^\circ$ and exclude $\delta=\theta=0$. Angles in formulas are in radians unless degrees are shown. A honeycomb layer is covered too, since its Bravais lattice is triangular.

Reciprocal vectors obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, where $\delta_{ij}$ with indices is the Kronecker symbol. The vector $\mathbf b_1$ is perpendicular to $\mathbf a_2$ and so makes an angle of $30^\circ$ with $\mathbf a_1$. Hence $a|\mathbf b_1|\cos30^\circ=2\pi$, and
\begin{equation}
b\equiv|\mathbf b_j|=\frac{4\pi}{\sqrt3\,a}.
\label{eq:b}
\end{equation}

\section*{(a) Which wavevectors make the slow pattern?}

\emph{Find the reciprocal vectors of layer 2. Then decide which differences between reciprocal vectors of the two layers give the long-wave pattern.}

\textbf{Solution.} The vectors $\mathbf b'_j=S^{-T}\mathbf b_j$ satisfy the defining condition, because
\[
\mathbf a'_i\cdot\mathbf b'_j=(S\mathbf a_i)^T S^{-T}\mathbf b_j=\mathbf a_i^T S^TS^{-T}\mathbf b_j=2\pi\delta_{ij}.
\]
A rotation has $R^{-1}=R^T$, so $R^{-T}=R$ and
\begin{equation}
\mathbf b'_j=\frac{R(\theta)\,\mathbf b_j}{1+\delta}.
\label{eq:bprime}
\end{equation}
The reciprocal lattice turns with the layer and shrinks when the layer expands.

A product of a function periodic in layer 1 and one periodic in layer 2 contains the wavevectors $\mathbf g+\mathbf h'$. Since $-\mathbf h'$ is also a reciprocal vector of layer 2, these are the differences $\mathbf g-\mathbf h'$. Consider first the six shortest vectors of each layer. If $\alpha$ is the angle between two of them,
\[
|\mathbf g-\mathbf h'|^2=b^2+b'^2-2bb'\cos\alpha,\qquad b'=\frac{b}{1+\delta}.
\]
The possible angles are $\theta$ plus multiples of $60^\circ$. For $|\theta|<30^\circ$ the one of least magnitude is $\theta$ itself, so the shortest differences pair each vector with its own image:
\begin{equation}
\mathbf G_j=\mathbf b_j-\mathbf b'_j=M^T\mathbf b_j,\qquad M=1-S^{-1}.
\label{eq:G}
\end{equation}

Higher shells need a separate argument. The matrix $M^T=1-R(\theta)/(1+\delta)$ is a combination of the unit matrix and a rotation. It therefore acts as a rotation times a scale factor $\mu=|\mathbf G_j|/b$. Write $\mathbf h'=S^{-T}\mathbf h$ with $\mathbf h$ in the reciprocal lattice of layer 1. Then
\[
\mathbf g-\mathbf h'=(\mathbf g-\mathbf h)+M^T\mathbf h .
\]
If $\mathbf g=\mathbf h\neq0$, the length is $\mu|\mathbf h|\ge\mu b$, which is least for the first shell. If $\mathbf g\ne\mathbf h$, then $|\mathbf g-\mathbf h|\ge b$, and the triangle inequality gives $|\mathbf g-\mathbf h'|\ge b-\mu|\mathbf h|$. Such a difference can be as short as $\mu b$ only if
\begin{equation}
|\mathbf h|\ge\frac{1-\mu}{\mu}\,b .
\label{eq:highshell}
\end{equation}
For small $\delta$ and $\theta$ the factor $\mu$ is small, so competing slow waves need very high harmonics. These are weak when the interlayer coupling is a smooth function of position. This is the regime in which $\mathbf G_1,\mathbf G_2$ describe the visible pattern.

\section*{(b) What is the period?}

\emph{Find the lattice constant $L$ of the direct lattice that belongs to $\mathbf G_1,\mathbf G_2$.}

\textbf{Solution.} Since $M^T$ rotates and scales, the $\mathbf G_j$ span a triangular reciprocal lattice. Relation \eqref{eq:b} applies to it as well, so $L=4\pi/(\sqrt3|\mathbf G_j|)=a\,b/|\mathbf G_j|=a/\mu$. The angle between $\mathbf b_j$ and $\mathbf b'_j$ is $\theta$, and the law of cosines gives
\begin{equation}
\mu^2=\frac{|\mathbf G_j|^2}{b^2}=1+\frac1{(1+\delta)^2}-\frac{2\cos\theta}{1+\delta}.
\label{eq:mu}
\end{equation}
Multiply by $(1+\delta)^2$ and use $\cos\theta=1-2\sin^2(\theta/2)$:
\begin{align*}
(1+\delta)^2\mu^2&=(1+\delta)^2+1-2(1+\delta)\cos\theta\\
&=(1+\delta)^2-2(1+\delta)+1+4(1+\delta)\sin^2\tfrac\theta2\\
&=\delta^2+4(1+\delta)\sin^2\tfrac\theta2 .
\end{align*}
Therefore
\begin{equation}
\boxed{L=\frac{(1+\delta)\,a}{\sqrt{\delta^2+4(1+\delta)\sin^2(\theta/2)}}}
\label{eq:L}
\end{equation}
No expansion has been made. Small parameters are needed for the argument that this is the dominant pattern, not for the algebra.

Two limits follow. A pure twist, $\delta=0$, gives $L=a/(2|\sin(\theta/2)|)$, which grows without bound as $\theta\to0$. A pure mismatch, $\theta=0$, gives $L=(1+\delta)a/|\delta|$. At fixed $\delta\neq0$ the denominator of \eqref{eq:L} grows with $|\theta|$, so this is the largest period that any twist can produce: mismatch caps the period.

\section*{(c) What repeats after this distance?}

\emph{Define the local registry of the layers and find its periods. Is the atomic structure periodic with the same vectors? What happens when one layer slides?}

\textbf{Solution.} An atom of layer 2 sits at $\mathbf r=S\mathbf n$ with $\mathbf n\in\Lambda_1$. Its registry is its position relative to layer 1, which matters only up to vectors of $\Lambda_1$. We may therefore subtract $\mathbf n=S^{-1}\mathbf r$ and obtain a smooth field,
\begin{equation}
\mathbf u(\mathbf r)=\mathbf r-S^{-1}\mathbf r=M\mathbf r .
\label{eq:u}
\end{equation}
The registry at $\mathbf r+\mathbf T$ equals that at $\mathbf r$ if and only if $M\mathbf T\in\Lambda_1$. Its primitive periods are thus
\begin{equation}
\mathbf L_j=M^{-1}\mathbf a_j .
\label{eq:Lj}
\end{equation}
They are dual to the difference vectors:
\[
\mathbf G_i\cdot\mathbf L_j=(M^T\mathbf b_i)^TM^{-1}\mathbf a_j=\mathbf b_i^TMM^{-1}\mathbf a_j=2\pi\delta_{ij}.
\]
The beat pattern and the registry therefore have the same lattice. Over one moire vector, $\mathbf L_j-S^{-1}\mathbf L_j=\mathbf a_j$: the layers slip past each other by one lattice vector of layer 1.

The atomic structure asks for more. A vector $\mathbf T$ maps both layers onto themselves only if $\mathbf T\in\Lambda_1$ and $S^{-1}\mathbf T\in\Lambda_1$. Then $M\mathbf T=\mathbf T-S^{-1}\mathbf T$ is in $\Lambda_1$ too, so each atomic period is a moire vector. The converse fails in general, because $\mathbf L_j$ need not end on a site of layer 1. If no nonzero moire vector does, the structure has no translation period, although its registry field does.

If layer 2 slides by $\mathbf d$, its atoms sit at $S\mathbf n+\mathbf d$, and the same construction gives
\[
\mathbf u(\mathbf r)=\mathbf r-S^{-1}(\mathbf r-\mathbf d)=M\mathbf r+S^{-1}\mathbf d .
\]
The added constant leaves the period unchanged. A point of given registry moves by $\mathbf r_0$ with $M\mathbf r_0=-S^{-1}\mathbf d$. Taking lengths, $\mu|\mathbf r_0|=|\mathbf d|/(1+\delta)$, or $|\mathbf r_0|=|\mathbf d|\,L/a'$. The pattern magnifies the slide by the factor $L/a'$.

Rigidity enters through \eqref{eq:u}. A uniform isotropic strain of one layer changes $\delta$ and hence, in general, $L$. An additional displacement field that itself has the periods $\mathbf L_j$ changes the registry inside each cell but not its periods.

\section*{(d) The small-parameter limit and its error}

\emph{Write $L$ in a form that treats the two layers alike. Find its leading form for small twist and mismatch, with the first correction. How accurate is the simplest formula in $\delta$ and $\theta$?}

\textbf{Solution.} Let $\varepsilon=\ln(1+\delta)$, which changes sign when the layers exchange roles. Multiplying \eqref{eq:mu} by $1+\delta=e^{\varepsilon}$ gives
\[
(1+\delta)\mu^2=e^{\varepsilon}+e^{-\varepsilon}-2\cos\theta=2\cosh\varepsilon-2\cos\theta .
\]
Now $2\cosh\varepsilon=2+4\sinh^2(\varepsilon/2)$ and $2\cos\theta=2-4\sin^2(\theta/2)$. With $L=a/\mu$ and $a^2(1+\delta)=aa'$,
\begin{equation}
L=\frac{\sqrt{aa'}}{2\sqrt{\sinh^2(\varepsilon/2)+\sin^2(\theta/2)}} .
\label{eq:sym}
\end{equation}
Exchanging the layers sends $(\varepsilon,\theta)$ to $(-\varepsilon,-\theta)$ and leaves $L$ unchanged, as a property of the pair should.

Expand the squared denominator to fourth order:
\begin{align*}
2\cosh\varepsilon-2\cos\theta
&=\varepsilon^2+\theta^2+\frac{\varepsilon^4-\theta^4}{12}+\dots\\
&=(\varepsilon^2+\theta^2)\left[1+\frac{\varepsilon^2-\theta^2}{12}+\dots\right].
\end{align*}
The inverse square root halves the correction and reverses its sign:
\begin{equation}
L=\frac{\sqrt{aa'}}{\sqrt{\varepsilon^2+\theta^2}}\left[1+\frac{\theta^2-\varepsilon^2}{24}+\dots\right].
\label{eq:symsmall}
\end{equation}

To return to $\delta$, use $\sqrt{aa'}=a(1+\delta/2+\dots)$ and $\varepsilon=\delta-\delta^2/2+\dots$, so that $\varepsilon^2=\delta^2-\delta^3+\dots$. Then
\[
\frac1{\sqrt{\varepsilon^2+\theta^2}}=\frac1{\sqrt{\delta^2+\theta^2}}\left[1+\frac{\delta^3}{2(\delta^2+\theta^2)}+\dots\right].
\]
Adding the two first-order corrections gives
\[
\frac\delta2+\frac{\delta^3}{2(\delta^2+\theta^2)}=\frac{\delta(2\delta^2+\theta^2)}{2(\delta^2+\theta^2)},
\]
and therefore
\begin{equation}
\boxed{L\simeq\frac{a}{\sqrt{\delta^2+\theta^2}}}\,,\qquad
\frac{L\sqrt{\delta^2+\theta^2}}{a}-1=\frac{\delta(2\delta^2+\theta^2)}{2(\delta^2+\theta^2)}+\dots
\label{eq:plain}
\end{equation}
The relative correction is first order in the mismatch. This first-order term tends to $\delta/2$ for $|\theta|\gg|\delta|$ and to $\delta$ for $|\theta|\ll|\delta|$. The second-order twist term $\theta^2/24$ seen in \eqref{eq:symsmall} is one twelfth of $|\delta|/2$ at $|\delta|=\theta^2$. It equals $|\delta|/2$ at $|\delta|=\theta^2/12$ and dominates for smaller mismatch. The leading factor of the symmetric form \eqref{eq:symsmall} has only a second-order relative error, because the geometric mean and the logarithm absorb the choice of reference layer.

The sum of squares has a direct meaning. For small parameters, mismatch separates $\mathbf b_j$ and $\mathbf b'_j$ by about $b|\delta|$ along their common direction, while twist separates them by about $b|\theta|$ at right angles to it. Perpendicular components add in quadrature.

\section*{(e) How is the pattern oriented?}

\emph{Find the angle $\varphi$ by which the moire lattice is turned from layer 1, and its response to a small twist.}

\textbf{Solution.} Represent a vector $(x,y)$ by the complex number $x+iy$. Then $S^{-1}$ multiplies by $e^{-i\theta}/(1+\delta)$, and $M$ multiplies by
\[
m=1-\frac{e^{-i\theta}}{1+\delta},\qquad |m|=\mu .
\]
By \eqref{eq:Lj}, $\mathbf L_j$ is $\mathbf a_j$ divided by $m$. Since $1/m=m^*/|m|^2$, the rotation angle is the argument of $m^*$. Multiplying $m^*$ by the positive number $1+\delta$ does not change its argument:
\[
(1+\delta)m^*=1+\delta-\cos\theta-i\sin\theta .
\]
Thus
\begin{equation}
\varphi=\operatorname{atan2}\bigl(-\sin\theta,\;1+\delta-\cos\theta\bigr),
\label{eq:phi}
\end{equation}
where $\operatorname{atan2}(y,x)$ is the polar angle of the point $(x,y)$. The lattice itself fixes $\varphi$ only modulo $60^\circ$.

For $\delta=0$ and $\theta>0$, the ratio of the arguments is $-\sin\theta/(1-\cos\theta)=-\cot(\theta/2)$, so $\varphi=-90^\circ+\theta/2$. Modulo $60^\circ$ this is $30^\circ+\theta/2$. For $\theta=0$ and $\delta>0$, $\varphi=0$ and the pattern is aligned with the layers. For small mismatch and a twist small enough that $\theta^2\ll|\delta|$, we have $1+\delta-\cos\theta\simeq\delta$ and hence $\tan\varphi\simeq-\theta/\delta$. Differentiating,
\[
\frac{d\varphi}{d\theta}\simeq-\frac{1/\delta}{1+\theta^2/\delta^2}=-\frac{\delta}{\delta^2+\theta^2}.
\]
Near alignment the pattern turns $1/|\delta|$ times faster than the layer. There it turns in the opposite sense to the layer if $\delta>0$, and in the same sense if $\delta<0$.

\section*{(f) A numerical case}

\emph{Evaluate the period for $a=6$ bohr, $\delta=0.02$ and $\theta=1.5^\circ$. Compare it with the approximations, with the opposite mismatch and with other twists.}

\textbf{Solution.} These are round model parameters. They give $a'=6.12$ bohr and $\theta=0.02618$. The reciprocal lengths are $b=1.20920$ and $b'=1.18549\ \text{bohr}^{-1}$. It is convenient to write the law of cosines as a radial part plus an angular part:
\begin{align*}
|\mathbf G_j|^2&=(b-b')^2+4bb'\sin^2\tfrac\theta2\\
&\approx(5.62+9.82)\times10^{-4}\ \text{bohr}^{-2}.
\end{align*}
The root is $|\mathbf G_j|=0.03930\ \text{bohr}^{-1}$, so
\[
L=\frac{4\pi}{\sqrt3\,(0.03930\ \text{bohr}^{-1})}\approx184.6\ \text{bohr}=9.77\ \text{nm}.
\]
Twist supplies the larger share of $|\mathbf G_j|^2$, but mismatch is not negligible: the same twist without mismatch would give 229.2 bohr.

A calculation that does not use \eqref{eq:L} places atoms on both lattices, weights each layer-2 atom by its Gaussian overlap with layer 1, and locates the strongest long-wave Fourier peak. It also gives 184.6 bohr.

With $L/a=1/\mu=30.8$, condition \eqref{eq:highshell} reads $|\mathbf h|\ge(L/a-1)b\approx29.8\,b$. A competing wave as slow as the moire needs a harmonic at least about thirty times the first. Such waves do exist near that order. Take $\mathbf g-\mathbf h=-\mathbf b_1$ and choose $\mathbf h$ so that $M^T\mathbf h$ is the point of the lattice of the $\mathbf G_j$ nearest to $\mathbf b_1$. The difference then has length at most $\mu b/\sqrt3$, and it is zero only if the atomic structure is periodic with the moire vectors. It is the weakness of such harmonics, not their absence, that makes $\mathbf G_j$ dominate. The factor by which the pattern magnifies a slide is $L/a'=184.6/6.12\approx30$.

The simple formula \eqref{eq:plain} gives 182.1 bohr. The full value is 1.36\% larger than this estimate, and the first-order correction predicts 1.37\%. The leading symmetric form gives 184.602 bohr against 184.604 bohr from \eqref{eq:L}, a relative difference of about $1.2\times10^{-5}$. This agrees with $(\theta^2-\varepsilon^2)/24$ for $\varepsilon=0.0198$.

For $\delta=-0.02$ the period is 179.6 bohr. The simple formula cannot distinguish the two signs. Its first-order correction is odd in $\delta$, so the two periods should differ by about $2\times1.37\%=2.7\%$ of the simple estimate. The values above give $(184.6-179.6)/182.1=2.7\%$.

At $\delta=0.02$ the aligned layers have the largest period, 306 bohr. A twist of $0.5^\circ$ lowers it only to 280 bohr but turns the pattern by $-23.5^\circ$. Near alignment the orientation is thus the more sensitive sign of a small twist. At $1.5^\circ$, $\varphi=-52.15^\circ$, equivalent to $7.85^\circ$ modulo $60^\circ$. At $5^\circ$ the period is 67.7 bohr, close to the pure-twist value of 68.8 bohr, since $\theta$ is then much larger than $\delta$.

At $1.5^\circ$ and at $5^\circ$ the mismatched pair has the shorter period, but this order is not general. By \eqref{eq:L}, for $\delta>0$ the mismatched period exceeds the pure-twist one when
\[
4(1+\delta)^2\sin^2\tfrac\theta2>\delta^2+4(1+\delta)\sin^2\tfrac\theta2 .
\]
Moving the last term to the left and dividing by $\delta$ gives $4(1+\delta)\sin^2(\theta/2)>\delta$. For $\delta=0.02$ this happens above about $8^\circ$, where the larger lattice constant of layer 2 outweighs the added radial separation.

\section*{(g) A structure whose atomic period is longer}

\emph{Let $\delta=0$ and let the twist carry $\mathbf p=7\mathbf a_1+9\mathbf a_2$ to $\mathbf q=9\mathbf a_1+7\mathbf a_2$. Compare the atomic period with the moire period.}

\textbf{Solution.} Since $\mathbf a_1\cdot\mathbf a_2=a^2/2$, both vectors have squared length $(49+63+81)a^2=193a^2$, so a rotation can connect them. The vector $\mathbf q=S\mathbf p$ belongs to both lattices and is an atomic period. Its slip is
\[
M\mathbf q=\mathbf q-S^{-1}\mathbf q=\mathbf q-\mathbf p=2(\mathbf a_1-\mathbf a_2).
\]
Because $\mathbf a_1-\mathbf a_2$ is a shortest vector of $\Lambda_1$, $\mathbf q$ is twice a shortest moire vector $\mathbf w=\mathbf q/2$. Hence $L=\sqrt{193}\,a/2$.

No shorter atomic period exists. The vector $\mathbf w=(9\mathbf a_1+7\mathbf a_2)/2$ is not in $\Lambda_1$, and neither are its rotations by multiples of $60^\circ$, since $\Lambda_1$ has that symmetry. The next moire vectors have length $\sqrt3L$ and are rotations of $(1+\omega)\mathbf w$, where $\omega$ denotes rotation by $60^\circ$. If $(1+\omega)\mathbf w$ were in $\Lambda_1$, so would be $(1+\omega^{-1})(1+\omega)\mathbf w=3\mathbf w$. Subtracting $\mathbf q=2\mathbf w$ would then put $\mathbf w$ in $\Lambda_1$, a contradiction. The following length is $2L$, which $\mathbf q$ attains.

For $a=6$ bohr the twist has magnitude $8.256^\circ$, the moire period is 41.68 bohr and the atomic period is 83.35 bohr. A direct search for common lattice points confirms the ratio of 2.

This case also shows that the first-shell differences need not be the slowest waves. The atomic period is $2L$, so differences of length $|\mathbf G_j|/2$ already occur, the first at $|\mathbf h|\approx6.9\,b$. A small extra twist gives still slower ones. The reciprocal lattices are triangular and related by the same rotation, so they share vectors of length $\sqrt{193}\,b$. An extra twist $\beta$ separates such a pair by about $\sqrt{193}\,b|\beta|$. For small enough $\beta$ this is a slower beat than $\mathbf G_j$, though it comes from a high harmonic. Equation \eqref{eq:L} still gives the registry period, but not the longest wavelength present.

\section*{Numbers as computed}
\begin{verbatim}
layer-1 lattice constant a = 6.000 bohr
mismatch delta = 0.020 (dimensionless)
layer-2 lattice constant a' = 6.120 bohr
twist theta = 1.50 degrees
twist theta = 0.026180 rad
epsilon = ln(1+delta) = 0.019803 (dimensionless)
|b| layer 1 = 1.209200 1/bohr
|b'| layer 2 = 1.185490 1/bohr
|G| difference = 0.039301 1/bohr
moire period L = 184.604 bohr
moire period L = 9.769 nm
L/a = 30.767 (dimensionless)
L from atomic positions = 184.604 bohr
plain small form a/sqrt(delta^2+theta^2) = 182.120 bohr
L/plain - 1 = 1.364 percent
first-order prediction of this = 1.369 percent
symmetric small form = 184.602 bohr
L/symmetric - 1 = 0.001222 percent
moire orientation phi = -52.15 degrees
phi modulo 60 = 7.85 degrees
opposite mismatch delta = -0.020:
  L formula = 179.619 bohr
  L from atomic positions = 179.619 bohr
theta/deg, L/bohr (delta=0.02), L/bohr (delta=0), phi/deg (delta=0.02)
   0.0    306.000        inf      0.00
   0.5    280.017    687.552    -23.53
   1.0    229.566    343.779    -40.89
   1.5    184.604    229.190    -52.15
   2.0    150.998    171.896    -59.44
   3.0    108.259    114.605    -67.79
   5.0     67.738     68.777    -74.72
commensurate twist (7,9)->(9,7): |theta| = 8.2556 degrees
  moire period = 41.6773 bohr
  atomic period = 83.3547 bohr
  ratio = 2.0000 (dimensionless)
\end{verbatim}
